Effective capture radius of a spherical vacancy sink with radial interaction, part 1

(Sections cited here and not found follow in the second part.)

## The steady flux and its Debye integral

The rate at which a void absorbs vacancies can be expressed by a capture radius, but simple guesses for this radius can fail. One guess uses the geometric radius of the void and ignores the forces around it. Another draws the capture surface where the attraction equals the thermal energy. This second rule says nothing when the attraction is weaker than that everywhere, although a weak attraction still increases the current. A third error is to put the wrong energy into the right formula. In a test case treated below, with the outer boundary at 20 contact radii, the energies of the sites where a vacancy rests suggest a capture radius of 1.77 contact radii, whereas the steady hopping current corresponds to 1.25.

The sink is a sphere of contact radius R, centred at the origin. Vacancies move in the isotropic solid outside it, and c(r) is their number per unit volume. A vacancy at distance r has interaction energy U(r), negative for attraction, with U → 0 far away. The temperature T enters through β = 1/(k_B T), where k_B is Boltzmann's constant. Vacancies are dilute enough not to influence each other, and none are created or destroyed between the sink and its distant surroundings. The diffusivity D is at first taken as constant.

The outward flux density has two parts. Diffusion contributes −D dc/dr. The force −dU/dr gives a vacancy the mean velocity −βD dU/dr, because the Einstein relation makes the mobility equal to βD. Multiplying this velocity by c gives the drift flux. We count flux toward the sink as positive, so both signs are reversed:

J = D (dc/dr + β c dU/dr).   (1)

For an attraction that weakens with distance, dU/dr is positive, and drift adds to the inward flux as it should.

The number of vacancies crossing a sphere of radius r per unit time is I = 4πr²J. In a steady state the number between two such spheres is constant, and there are no sources there. The currents through the two spheres are therefore equal, and I does not depend on r.

Equation (1) contains both c and its derivative. They combine if we define the activity

φ(r) = c(r) exp[βU(r)].   (2)

This quantity has the dimension of a concentration and equals c far away. By the product rule,

dφ/dr = exp(βU) (dc/dr + β c dU/dr).

The bracket is the one in equation (1). Hence J = D exp(−βU) dφ/dr, and

I = 4πD r² exp(−βU) dφ/dr.   (3)

In equilibrium I vanishes and φ is uniform, which gives the Boltzmann distribution c = c∞ exp(−βU). A gradient of activity, not of concentration, drives the current. Close to an attractive sink the concentration may rise inward while vacancies still flow inward.

Since I is constant, equation (3) can be divided by r² exp(−βU) and integrated from the surface to infinity:

I ∫_R^∞ exp[βU(r)] r⁻² dr = 4πD [φ(∞) − φ(R)].

Let c∞ be the far concentration and c_s the concentration held at the surface. Then φ(∞) = c∞ and φ(R) = c_s exp[βU(R)]. We therefore have

I = 4πD R_eff {c∞ − c_s exp[βU(R)]},   (4)

1/R_eff = ∫_R^∞ exp[βU(r)] r⁻² dr.   (5)

Equation (5) contains the Boltzmann-weighted Debye integral, and R_eff is the effective capture radius. For U = 0 the integral is 1/R, so R_eff = R and equation (4) is the current to a bare sphere. With a potential, the sink takes up vacancies like a bare sphere of radius R_eff exposed to the same activity difference.

The weight is exp(+βU), although the equilibrium concentration varies as exp(−βU). The reason is that the integral is a resistance. By equation (3), a thin shell of thickness dr needs the activity difference

dφ = I exp(βU) dr/(4πD r²)

to carry the current I. Where vacancies are plentiful, a small activity difference suffices. The shells are in series, so their resistances add. An attraction lowers the resistance and a repulsion raises it.

A simple well shows how this works. Let U = −E between R and b, and U = 0 beyond b. The integral splits into two parts:

1/R_eff = exp(−βE) (1/R − 1/b) + 1/b.

For a deep well the first term disappears and R_eff tends to b. A stronger attraction cannot pull in more than this, because vacancies must still diffuse to the edge of the well. If E is negative, the well becomes a barrier. The first term then grows exponentially and the capture radius can become much smaller than R.

More generally, if U ≤ 0 everywhere, the integrand in equation (5) is at most r⁻². The integral is then at most 1/R, so R_eff ≥ R. For U ≥ 0 the inequality is reversed. At large distance U → 0 and the factor r⁻² makes the integral converge. A repulsion that diverges at contact may make the integral infinite there, in which case no steady current reaches the sink in this model.

The Coulomb attraction, which applies to an unscreened charged vacancy near an oppositely charged sink, gives a closed result. Write βU = −r_c/r, where r_c is the distance at which the attraction equals k_B T. Since the derivative of exp(−r_c/r) is r_c exp(−r_c/r)/r²,

∫_R^∞ exp(−r_c/r) r⁻² dr = [1 − exp(−r_c/R)]/r_c,

R_eff = r_c/[1 − exp(−r_c/R)].

For R much smaller than r_c this tends to r_c. The thermal-energy rule is therefore right in this limit of this potential. For R much larger than r_c, expanding the exponential gives R_eff ≈ R + r_c/2, and the rule fails.

The capture radius is not a surface at which vacancies vanish. To see this, let p(r) be the probability that a vacancy now at r is eventually absorbed, with certain absorption at contact. In a hopping description, the vacancy at site i goes to site j at a rate k_ij. The probability at i is the average over the next sites, weighted by these rates, so

Σ_j k_ij (p_j − p_i) = 0.

Detailed balance means that exp(−βU_i) k_ij is the same in both directions; call it g_ij. Multiplying the sum by exp(−βU_i) gives Σ_j g_ij (p_j − p_i) = 0. The steady activity obeys the same equation, because the net current from j to i is proportional to g_ij (φ_j − φ_i). In the continuum limit, r² exp(−βU) dp/dr is therefore constant. With p(R) = 1 and p(∞) = 0, integration gives

p(r) = R_eff ∫_r^∞ exp[βU(r′)] r′⁻² dr′.   (6)

Beyond the range of U this is R_eff/r. For an attractive or weak potential, capture is probable nearby and becomes gradually less probable farther out. Outside a high barrier it is improbable even at short distance. The radius R_eff sets the strength of this tail.

Real sinks have neighbours, so the activity may be known at a finite distance L instead of at infinity. Ending the integration at L replaces c∞ by φ(L) and the capture radius by R_L, where

1/R_L = ∫_R^L exp(βU) r⁻² dr.

If U is negligible beyond L, the missing part of the integral is 1/L. Then 1/R_L = 1/R_eff − 1/L, or

R_L = R_eff/(1 − R_eff/L).   (7)

The correction is small when the sinks are far apart compared with R_eff. It refers to the activity at L; the use of a mean concentration would need another calculation.

The surface may also absorb vacancies at a finite speed. Let its transfer velocity be k, so that

J(R) = k [c(R) − c_s].

Here c_s is no longer the actual concentration at contact, but the value at which the net transfer stops. Since I = 4πR²J(R), the contact concentration is c(R) = c_s + I/(4πR²k). Multiplication by exp[βU(R)] gives φ(R). We insert this into the integrated flux equation and move the term containing I to the left:

I {∫_R^∞ exp(βU) r⁻² dr + D exp[βU(R)]/(kR²)} = 4πD {c∞ − c_s exp[βU(R)]}.

Equation (4) keeps its form, and the inverse capture radius becomes

1/R_eff = ∫_R^∞ exp(βU) r⁻² dr + D exp[βU(R)]/(kR²).   (8)

The surface is one more resistance in series. It can make R_eff smaller than R even when the potential is attractive.

These formulas were tested by solving the steady concentration equation as a boundary-value problem, without the substitution (2). The potential was βU = −a(R/r)⁶, with a = 1.5 for attraction and a = −1 for repulsion, and the outer boundary lay at 20R. Surface concentrations of 0 and 0.15 times the outer activity were used, as well as a surface with k = 2D/R and c_s = 0. The largest relative difference between the numerical current and the formulas was 1.6 × 10⁻¹⁰.

So far D has been constant. In a crystal, a vacancy rests at a site and crosses a saddle to reach the next one. The sink may shift the two energies differently. Let U be the shift of the site energy and S(r) the shift of the saddle energy, both measured from their values far away. For neighbouring layers i and j, separated by h along the flux, the hop rate from i to j is

k_ij = (D∞/h²) exp[−β(S_ij − U_i)],

where D∞ is the far diffusivity. A layer holds hc vacancies per unit area. The net flux from j, the outer layer, to i, the inner one, is

J = (D∞/h) {c_j exp[−β(S_ij − U_j)] − c_i exp[−β(S_ij − U_i)]}
  = D∞ exp(−βS_ij) (φ_j − φ_i)/h.

The site energies have been absorbed into the activities. For slowly varying energies the difference quotient becomes a derivative:

J = D∞ exp(−βS) dφ/dr.   (9)

Comparison with J = D exp(−βU) dφ/dr shows that the local diffusivity is D(r) = D∞ exp[−β(S − U)]. It is constant if sites and saddles shift equally. In general, the integration leading to equation (5) now gives

1/R_eff = ∫_R^∞ exp[βS(r)] r⁻² dr,   (10)

with D∞ in equation (4). The saddle energy fixes the steady capture coefficient. The site energy still enters the relation between c_s and the surface activity. Deep sites near the sink hold more vacancies, but each waits longer before it moves, and the two effects cancel in the steady current. If the saddles are not shifted at all, R_eff = R however deep the sites are.

A hopping calculation on spherical shells tests this conclusion. The saddle shift was −1.5 k_B T (R/r)⁶, and the outer boundary again lay at 20R. With site shifts equal to the saddle shifts, the current corresponded to a capture radius of 1.2509R. With much deeper sites, shifted by −3 k_B T (R/r)³, it was again 1.2509R. Equation (10), cut off at 20R, also gives 1.2509R. Inserting the deep site energies instead gives 1.7716R.

The remaining assumption is the steady state. Suppose that an absorbing surface with c_s = 0 is switched on at time t = 0 in a Boltzmann distribution, with S = U and a short-range potential. Let ψ = 1 − φ/c∞ be the relative loss of activity, and let a hat denote the Laplace transform with variable s. Number conservation gives

s exp(−βU) ψ̂ = (D/r²) d/dr [r² exp(−βU) dψ̂/dr],   ψ̂(R) = 1/s.

Late times correspond to small q = √(s/D). At distances much smaller than 1/q the left side is negligible, so r² exp(−βU) dψ̂/dr = −B with B constant. Beyond the range of U, integration from the surface then gives

ψ̂ ≈ 1/s − B(1/R_eff − 1/r).

Farther out U vanishes, and the decaying solution is ψ̂ = A exp(−qr)/r ≈ A/r − Aq. The two forms must agree where both hold. The terms in 1/r give A = B, and the constants give B(1/R_eff − q) = 1/s. To first order in q,

B ≈ (R_eff/s)(1 + qR_eff).

The transformed current is 4πDc∞B. The inverse transform of 1/s is 1, and that of 1/√s is 1/√(πt). Hence

I(t) ≈ 4πD R_eff c∞ [1 + R_eff/√(πDt)].   (11)

The initial current is larger because the surroundings have not yet been depleted. For a = 1.5 and Dt = 400R², the hopping calculation gave a relative excess of 0.0332 over the steady current, and equation (11) gives the same value to the digits shown. The steady formula therefore applies once the diffusion length √(Dt) is much larger than both R_eff and the radius out to which U acts, provided the far concentration changes slowly over that time. The second condition was used in the matching and cannot be dropped. For a barrier of 5 k_B T reaching to b = 2R, R_eff is only 0.013R, and at √(Dt) = 10R_eff the current is still about 2.6 times the steady value. A wide, deep well adds a further delay, because the vacancies stored in it at the start must drain first.

The steady current into the sink is that of a bare sphere whose radius follows from a Debye integral, weighted with the saddle energy when sites and saddles shift differently. What remains is to find the potential and the surface activity for an actual void, and to see how much they matter.
